# Nearest acoustic-sum-rule correction of a noisy zone-centre force-constant matrix

A phonon calculation for a hafnia capacitor dielectric displaces one sublattice at a time and records the forces. If all atoms move together by the same amount, no force should appear. Numerical noise spoils this cancellation, so a rigid shift acquires a small restoring or repelling force. A repelling force gives an imaginary frequency, which could be mistaken for a structural instability in a material whose polar distortions are the point of interest. The data should therefore be made translation invariant. When the errors are spread comparably over all entries, the natural rule is to change the data as little as possible; errors confined to the self-terms are treated under the alternatives below.

## Conventions and the two constraints

Let a cell contain \(N\) atoms, with \(n=3N\) displacements \(u_{i\alpha}\), where \(i\) labels the atom and \(\alpha\) the Cartesian direction. Each displacement is repeated in every cell. With \(E\) the energy per cell about equilibrium, the true force constants are

\[
\Phi_{i\alpha,j\beta}=\frac{\partial^2E}{\partial u_{i\alpha}\,\partial u_{j\beta}} .
\]

The macroscopic electric field is held at zero. Equality of mixed derivatives gives \(\Phi=\Phi^T\).

Let the \(n\times3\) matrix \(T\) hold the uniform translations, \(T_{i\alpha,\beta}=\delta_{\alpha\beta}\). Since \(E(u+Tc)=E(u)\) for every constant vector \(c\), the gradient is also unchanged by \(c\). Differentiating the gradient with respect to \(c\) gives the acoustic sum rule \(\Phi T=0\).

The measured matrix \(A\) need obey neither condition. Define

\[
S=\tfrac12(A+A^T),\qquad U=T/\sqrt N,\qquad P=I-UU^T .
\]

Because \(U^TU=I\), \(P\) is symmetric, \(P^2=P\) and \(PU=0\). The claim is that

\[
F=PSP
\]

is the unique symmetric matrix obeying the sum rule that is nearest to \(A\) in the Frobenius norm, \(\|B\|^2=\sum_{ab}B_{ab}^2\). Symmetrisation matters: for a general \(A\), \(PAP\) obeys the sum rule but is not symmetric.

## Why the projection is nearest

Let \(X\) be symmetric with \(XU=0\). Transposition gives \(U^TX=0\), so

\[
PXP=X-UU^TX-XUU^T+UU^TXUU^T=X .
\]

Conversely, \(X=PXP\) implies \(XU=PXPU=0\). The admissible matrices are thus the symmetric matrices acting on the \((n-3)\)-dimensional space orthogonal to the translations. They have \((n-3)(n-2)/2\) free parameters.

Use the inner product \(\langle B,C\rangle=\mathrm{tr}(B^TC)\), and split the distance from \(A\) to any admissible \(X\):

\[
A-X=(A-S)+(S-F)+(F-X).
\]

The first term is antisymmetric and the other two are symmetric. Antisymmetric and symmetric matrices are orthogonal, because each pair of opposite off-diagonal entries cancels in the inner product. For the last two terms, \(F-X=PYP\) with \(Y=S-X\). Cyclicity of the trace gives

\[
\langle S-F,PYP\rangle=\mathrm{tr}[P(S-PSP)P\,Y]
=\mathrm{tr}[(PSP-PSP)Y]=0 .
\]

All cross terms vanish, leaving

\[
\|A-X\|^2=\|A-S\|^2+\|S-F\|^2+\|F-X\|^2 .
\]

Only the last term depends on \(X\). It is zero for \(X=F\) and positive otherwise, which proves both optimality and uniqueness.

Setting \(X=\Phi\) shows that \(\|F-\Phi\|\le\|A-\Phi\|\): the total matrix error cannot grow. This is no promise about each entry or each frequency.

As an independent test, a least-squares search was made over the linear constraints, without using \(P\). For a random nonsymmetric \(9\times9\) matrix it found 21 free parameters and the same minimiser.

## The scheme in terms of sums

Define the row sums and their total,

\[
R_{i\alpha,\beta}=\sum_jS_{i\alpha,j\beta},\qquad
t_{\alpha\beta}=\sum_iR_{i\alpha,\beta}.
\]

By symmetry of \(S\), the column sum is \(\sum_iS_{i\alpha,j\beta}=R_{j\beta,\alpha}\). Expanding the two factors of \(P\) gives

\[
F_{i\alpha,j\beta}=S_{i\alpha,j\beta}
-\frac{R_{i\alpha,\beta}+R_{j\beta,\alpha}}N
+\frac{t_{\alpha\beta}}{N^2}.
\]

The last term restores what the two subtractions remove twice.

```
input: A[i,a,j,b], number of atoms N
S[i,a,j,b] = (A[i,a,j,b] + A[j,b,i,a]) / 2
R[i,a,b]   = sum over j of S[i,a,j,b]
t[a,b]     = sum over i of R[i,a,b]
for all i,a,j,b:
    F[i,a,j,b] = S[i,a,j,b]
                 - (R[i,a,b] + R[j,b,a]) / N
                 + t[a,b] / N^2
report norm(A-S), norm(S-F), largest row sum of F
divide by sqrt(M_i M_j), then diagonalise
```

The correction itself, without the final diagonalisation, costs \(O(N^2)\) in time and storage. Multiplying dense projectors would cost \(O(N^3)\) for the same result. The masses \(M_i\) enter after the correction.

For one Cartesian direction, write \(r_i\) for the row sums and \(t\) for their total. The removed part is \(C_{ij}=(r_i+r_j)/N-t/N^2\). Since \(\sum_{ij}(r_i+r_j)^2=2N|r|^2+2t^2\) and \(\sum_{ij}(r_i+r_j)=2Nt\),

\[
\|S-F\|^2=\frac{2N|r|^2+2t^2}{N^2}-\frac{4t^2}{N^2}+\frac{t^2}{N^2}
=\frac{2|r|^2}{N}-\frac{t^2}{N^2}.
\]

This measures the sum-rule violation before any frequency is computed.

## A three-atom example

Take a cubic fluorite cell with atom order Hf, O1, O2. Springs of 0.060 Ry/bohr² join Hf to O, and springs of 0.080 Ry/bohr² join neighbouring oxygens. Each oxygen has four Hf neighbours in tetrahedral directions \(\hat n\), for which \(\sum\hat n\hat n^T=\tfrac43I\). The Hf–O coupling is therefore \(\alpha=\tfrac43(0.060)=0.080\) Ry/bohr². Six O–O bonds lie along the axes, two per direction, so \(\beta=2(0.080)=0.160\) Ry/bohr². The three directions decouple, each with

\[
\Phi=\begin{pmatrix}2\alpha&-\alpha&-\alpha\\-\alpha&\alpha+\beta&-\beta\\-\alpha&-\beta&\alpha+\beta\end{pmatrix}.
\]

A finite-difference Hessian of the three-dimensional spring energy confirmed this form. A chosen error is added, large enough to be visible and not meant as a typical convergence error. After symmetrisation, in Ry/bohr²,

\[
S=\begin{pmatrix}0.151&-0.083&-0.081\\-0.083&0.235&-0.158\\-0.081&-0.158&0.244\end{pmatrix}.
\]

Its row sums are \(r=(-0.013,-0.006,0.005)\), with total \(t=-0.014\). Two corrected entries are

\[
F_{11}=0.151+\frac{0.026}{3}-\frac{0.014}{9}=0.1581,
\]
\[
F_{12}=-0.083+\frac{0.019}{3}-\frac{0.014}{9}=-0.0782 .
\]

With \(F_{13}=-0.0799\), the first row sums to zero within rounding. The size of the correction is

\[
\|S-F\|=10^{-3}\sqrt{\frac{2(230)}3-\frac{196}{9}}=0.01147\ \text{Ry/bohr}^2 .
\]

Including the antisymmetric part, \(F\) lies 0.0120 Ry/bohr² (0.58 eV/Å²) from \(A\). The error relative to the known model matrix falls from 0.0127 to 0.0043 Ry/bohr². The remainder obeys both constraints, so they cannot detect it.

## What happens to the frequencies

In Rydberg units \(\hbar=1\), \(e^2=2\) and the electron mass is \(1/2\). The squared frequencies are the eigenvalues of \(D_{ij}=S_{ij}/\sqrt{M_iM_j}\). The normalised trial vector \(e_i=\sqrt{M_i/\sum_kM_k}\) represents a rigid translation, and

\[
e^TDe=\frac{\sum_{ij}S_{ij}}{\sum_kM_k}=\frac{t}{\sum_kM_k}.
\]

The lowest eigenvalue cannot exceed this value, so \(t<0\) guarantees at least one imaginary frequency, which is spurious if the crystal is stable. Here the estimate is \(29.6i\) cm⁻¹ and diagonalisation gives \(29.8i\) cm⁻¹. In three dimensions, \(t\) is replaced by \(c^Ttc\) for a unit direction \(c\).

The optical frequencies, in cm⁻¹, are:

| Matrix | Polar | Oxygen against oxygen |
|---|---:|---:|
| Model \(\Phi\) | 279.1 | 574.7 |
| \(S\) | 281.6 | 573.0 |
| \(F\) | 277.5 | 572.9 |

The polar error shrinks from 2.5 to 1.6 cm⁻¹ in magnitude. The upper mode is not improved, since its error comes mainly from noise that the sum rule permits.

The polar shift has a simple origin. An optical mode keeps its centre of mass fixed, but its unweighted mean displacement \(\bar x\) need not vanish. Writing \(x=Px+\bar x\mathbf1\) gives

\[
x^TSx-x^TFx=2\bar x\,r\cdot x-\bar x^2t .
\]

For the model's polar mode take \(x_{\rm O}=1\) and \(x_{\rm Hf}=-2(15.999)/178.49=-0.179\). Then \(\bar x=0.607\) and \(r\cdot x=0.00133\), so the difference is 0.00677 Ry/bohr². The mode stiffness is \(x^T\Phi x=2\alpha(1.179)^2=0.2225\) Ry/bohr². Since frequency varies as the square root of stiffness, the first-order shift is \(279.1\times0.00677/(2\times0.2225)\approx4.2\) cm⁻¹. This is close to the difference between the \(S\) and \(F\) rows.

## Consequence for the permittivity

Let \(Z\) hold the Born charges along the field, with \(\sum_iZ_i=0\). A field \(\mathcal E\) exerts forces \(eZ\mathcal E\), giving displacements \(e\Phi^+Z\mathcal E\), where \(^+\) denotes the pseudoinverse. The induced dipole per cell volume \(V\) gives the lattice permittivity

\[
\varepsilon_{\rm lat}=\frac{4\pi e^2}{V}Z^T\Phi^+Z .
\]

For rough charges \((5.6,-2.8,-2.8)\), force balance gives a relative Hf–O displacement of \(2.8/0.080=35\) in units of \(e\mathcal E\). With \(V=221.18\) bohr³, \(\varepsilon_{\rm lat}=8\pi(5.6\times35)/221.18=22.3\).

Suppose \(S\) is inverted directly. Write the solution of \(Sx=Z\) as \(x=v+c\mathbf1\), with \(\sum_iv_i=0\). Applying \(P\), and then summing all rows, gives

\[
Fv+cPr=Z,\qquad r\cdot v+ct=0 .
\]

Assume \(F\) is invertible on the space of zero-sum displacements, and let \(y=F^+Z\). Because \(F^+\mathbf1=0\), the first equation gives \(v=y-cF^+r\). The second then gives \(c=-r\cdot y/(t-r^TF^+r)\), and therefore

\[
Z^TS^{-1}Z=Z^TF^+Z+\frac{(r\cdot y)^2}{t-r^TF^+r}.
\]

The extra term diverges if the denominator vanishes while \(r\cdot y\) does not. In the example it contributes \(-0.68\): \(S\) gives 21.9, \(F\) gives 22.5 and the model value is 22.3.

## Alternatives solve different problems

Resetting each self-term so that its row sums to zero leaves the other entries untouched. In the one-direction example its distance from \(A\) is 0.0156 Ry/bohr², against 0.0120 for \(F\). In three dimensions the summed \(3\times3\) block need not be symmetric, so this reset can destroy the symmetry of the whole matrix. One-sided projection \(PS\) is also nonsymmetric in general.

Another option projects \(D\) against the vector \(\sqrt{M_i}\). The same proof applies, but the minimised distance is then that between mass-weighted matrices. Converted back to force constants, the result lies 0.0157 Ry/bohr² from \(A\). Its optical frequencies agree with those of \(S\) within about 0.01 cm⁻¹. The reason is that it removes the translation block and its coupling to the optical block of \(D\), and that coupling shifts optical eigenvalues only at second order. Cartesian projection is the natural choice when force-constant entries have comparable, independent errors. Known unequal errors call for a weighted fit. An important case is an error confined to the on-site blocks. A fixed integration grid in a density-functional calculation acts like a weak external potential on each atom and can produce an error of this kind. The row sums then equal the on-site errors, so the self-term reset recovers \(\Phi\) exactly and stays symmetric, whereas \(PSP\) removes only part of the error and alters off-site entries that were correct. Being nearest to \(A\) does not mean being nearest to \(\Phi\).

## Stability and failure modes

Projection does not amplify input perturbations: \(\|P\,\delta S\,P\|\le\|\delta S\|\). Rounding still leaves tiny row sums, and the square root magnifies them. A relative error of \(10^{-16}\) in a squared frequency scale becomes \(10^{-8}\) in frequency, so acoustic values should be judged against a tolerance and not by their sign.

The correction cannot increase the number of unstable modes. Since \(x^TFx=(Px)^TS(Px)\), a subspace on which \(F\) is negative is mapped by \(P\) to one on which \(S\) is negative. No nonzero vector of that subspace is lost, because \(Px=0\) would give \(x^TFx=0\). Hence \(S\) has at least as many negative eigenvalues as \(F\), and mass weighting preserves these counts. The count does not say which mode is unstable. In the example the correction lowers the polar stiffness by 0.00677 Ry/bohr². The chosen error had raised \(x^TSx\) by 0.00414 Ry/bohr², so \(x^TFx\) lies 0.00263 Ry/bohr² below the true value. With the same error and a true polar stiffness below 0.00263 Ry/bohr², the correction would replace a spurious acoustic instability by a spurious polar one. The removed part indicates only the rough scale of the noise: the error left in \(F\) is orthogonal to it and is not bounded by it. An imaginary polar frequency after correction should therefore be checked by converging the force calculation.

Crystal symmetry is compatible with the scheme. A symmetry operation \(G\) is orthogonal and maps uniform translations to uniform translations, so \(GPG^T=P\) and \(G(PSP)G^T=P(GSG^T)P\). Symmetry averaging and sum-rule correction may therefore be done in either order. The example omits averaging, which is why its two oxygens remain slightly different.

Noise removal is limited. If all \(n^2\) entries of \(A\) have independent errors of zero mean and equal variance, each orthonormal direction in matrix space carries the same mean squared noise. The expected retained fraction is

\[
\frac{(n-3)(n-2)}{2n^2}.
\]

It is 0.26 for three atoms and 0.43 for twelve; random sampling gave 0.258 and 0.432. The large-cell limit is one half, which symmetrisation alone would also reach. A small acoustic residual is thus no certificate of accurate optical modes.

The scheme fails in meaning if the system is held by a fixed external potential, because translation invariance is then absent. It also applies only at the zone centre. If the underlying interatomic force constants are left uncorrected, their dispersion still approaches the modes of the uncorrected matrix (\(S\) if they were symmetrised, otherwise \(A\)) as the wavevector tends to zero, apart from any macroscopic-field term.

## Relation to ferroelectric hafnia

The springs are effective parameters in the rough regime of cubic hafnia, the parent structure of the polar phase, and are not a first-principles result. Positive unstressed springs give no unstable mode, so the model omits the zone-boundary oxygen instability of cubic hafnia at low temperature. With a rough electronic permittivity of 5, the model's total of about 27 is of the expected order of a few tens. The frequencies above omit the macroscopic field that accompanies a longitudinal polar wave. For such a wave the field adds \(4\pi e^2ZZ^T/(V\varepsilon_\infty)\) to \(\Phi\) and raises the polar frequency from 279 to 652 cm⁻¹. When the charges sum to zero this term obeys the sum rule, so the projection leaves it unchanged and it may be added before or after the correction. Quasi-harmonic softening between 300 and 358 K is only about 0.6 cm⁻¹, for a rough Grüneisen parameter \(\gamma=2\) and linear expansion of \(6\times10^{-6}\) K⁻¹; other anharmonic shifts are not included. Pure bulk hafnia is cubic only far above this temperature range, so the figure describes the model and not a measured crystal.

Real ferroelectric films break the cubic assumption. A rough oxygen shift of 0.6 bohr along an axis, with Hf fixed, gives bond lengths of 3.84 and 4.53 bohr. If \(\omega\propto V^{-\gamma}\) is applied to single bonds, stiffness scales as length to the power \(-6\gamma=-12\), and the short bond becomes about seven times stiffer than the long one. This is an order-of-magnitude warning that the cubic frequencies cannot stand for those of the polar phase. The projection itself carries over unchanged to its twelve-atom cell. The full set of values is in the numerical output.

## Calculated quantities

```
Atom order: Hf O1 O2; matrices in Ry/bohr^2
Lattice parameter (bohr): 9.60
Cell volume (bohr^3): 221.18
Springs Hf-O, O-O (Ry/bohr^2): 0.060 0.080
Couplings alpha, beta (Ry/bohr^2): 0.080 0.160
Masses (u): 178.490 15.999 15.999
Masses (Rydberg units): 162683.7 14582.2 14582.2
True row 1: 0.16000 -0.08000 -0.08000
True row 2: -0.08000 0.24000 -0.16000
True row 3: -0.08000 -0.16000 0.24000
Raw A row 1: 0.15100 -0.08400 -0.07900
Raw A row 2: -0.08200 0.23500 -0.15700
Raw A row 3: -0.08300 -0.15900 0.24400
Symmetrised S row 1: 0.15100 -0.08300 -0.08100
Symmetrised S row 2: -0.08300 0.23500 -0.15800
Symmetrised S row 3: -0.08100 -0.15800 0.24400
Corrected F row 1: 0.15811 -0.07822 -0.07989
Corrected F row 2: -0.07822 0.23744 -0.15922
Corrected F row 3: -0.07989 -0.15922 0.23911
Row sums r of S (Ry/bohr^2): -0.01300 -0.00600 0.00500
Total t (Ry/bohr^2): -0.01400
Norm A-S (Ry/bohr^2): 0.003464
Norm S-F (Ry/bohr^2): 0.011470
Distance A to F (Ry/bohr^2): 0.011981
Distance A to self-term reset (Ry/bohr^2): 0.015556
Distance A to mass-weighted (Ry/bohr^2): 0.015652
True error of A (Ry/bohr^2): 0.012728
True error of S (Ry/bohr^2): 0.012247
True error of F (Ry/bohr^2): 0.004295
True error of self-term reset (Ry/bohr^2): 0.006782
Distance A to F (eV/angstrom^2): 0.5821
Frequencies in cm^-1; negative means imaginary
True frequencies (cm^-1): 0.00 279.12 574.74
From S frequencies (cm^-1): -29.81 281.63 572.99
From F frequencies (cm^-1): 0.00 277.47 572.94
Self-term reset frequencies (cm^-1): 0.00 282.58 573.31
Mass-weighted frequencies (cm^-1): 0.00 281.63 572.98
Rigid-translation estimate (cm^-1): -29.64
Noise^2 kept, 3 atoms: sampled, formula: 0.2580 0.2593
Noise^2 kept, 12 atoms: sampled, formula: 0.4324 0.4329
Rough Born charges (e): 5.6 -2.8 -2.8
Rough electronic permittivity: 5.0
Lattice permittivity: true, S, F: 22.271 21.863 22.538
Spurious permittivity term: -0.675
Longitudinal polar frequency (cm^-1): 651.87
Gruneisen parameter (rough): 2.0
Linear expansion (rough): 6.0e-06 1/K
Temperature range (K): 300 358
Thermal shift of polar mode (cm^-1): -0.58
Rough oxygen shift (bohr): 0.60
Bond lengths: short, long (bohr): 3.842 4.530
Bond stiffness ratio, short/long: 7.22
```
